# Gutzwiller double occupancy of the half-filled chain and the missing Brinkman-Rice transition: verification in Python

```python
"""
Result under test: for the half-filled Hubbard chain the Gutzwiller state
g^D |Fermi sea> has, in the infinite chain, the double occupancy per site
    d = x (x - 1 - ln x) / (2 (1 - x)^2),   x = g^2,
and its best g stays positive at every finite U (no Brinkman-Rice transition).
Symbols: L sites, N = L/2 electrons per spin, D number of doubly occupied
sites, t = 1 hopping (energy unit), U repulsion, e0 Fermi-sea energy per site,
T hopping energy, T0 the part of the hopping that conserves D.
"""
from itertools import combinations
import numpy as np
from scipy.special import gammaln


def d_infinite(g):
    x = g * g
    return x * (x - 1 - np.log(x)) / (2 * (1 - x) ** 2)


def d_finite(g, L):
    a = np.arange(1, L, 2) / L
    x = g * g
    return np.sum((1 - a) * x / (a + (1 - a) * x)) / L


def d_approx(g):
    return g / (2 * (1 + g))


def fermi_energy(L):
    N = L // 2
    k = 2 * np.pi * (np.arange(N) - (N - 1) / 2) / L
    return -4 * np.sum(np.cos(k))


# ---------- Pfaffian identity for sums over equal splits ----------
def vandermonde(z):
    out = 1.0 + 0j
    for i in range(len(z)):
        for j in range(i + 1, len(z)):
            out *= z[j] - z[i]
    return out


def pfaffian(A):
    n = len(A)
    if n == 0:
        return 1.0
    total = 0
    for j in range(1, n):
        keep = [m for m in range(1, n) if m != j]
        total += (-1) ** (j - 1) * A[0, j] * pfaffian(A[np.ix_(keep, keep)])
    return total


rng = np.random.default_rng(2718)
points = rng.normal(size=6) + 1j * rng.normal(size=6)
split_sum = 0
for P in combinations(range(6), 3):
    Q = [m for m in range(6) if m not in P]
    split_sum += vandermonde(points[list(P)]) ** 2 * vandermonde(points[Q]) ** 2
inverse = np.zeros((6, 6), complex)
for i in range(6):
    for j in range(6):
        if i != j:
            inverse[i, j] = 1 / (points[j] - points[i])
pf_side = 8 * vandermonde(points) * pfaffian(inverse)
assert abs(split_sum - pf_side) < 1e-8 * abs(split_sum)

# ---------- lattice matrix whose Pfaffian is the norm ----------
Ls, Ns, xs = 8, 4, 0.37
roots = np.exp(2j * np.pi * np.arange(Ls) / Ls)
direct = np.zeros((Ls, Ls), complex)
predicted = np.zeros((Ls, Ls))
for k in range(Ls):
    for l in range(Ls):
        val = np.sum((l - k) * roots ** (k + l + 1 - Ls))
        for r in range(Ls):
            for s in range(Ls):
                if r != s:
                    u, v = roots[r], roots[s]
                    val += (xs * (u * v) ** (1 - Ns)
                            * (u ** k * v ** l - u ** l * v ** k) / (v - u))
        direct[k, l] = val
        if k + l == Ls - 1:
            c = abs(l - k)
            predicted[k, l] = np.sign(l - k) * Ls * (c + xs * (Ls - c))
assert np.max(np.abs(direct - predicted)) < 1e-9


# ---------- small chains by full enumeration ----------
def enumerate_chain(L):
    N = L // 2
    configs = list(combinations(range(L), N))
    k = 2 * np.pi * (np.arange(N) - (N - 1) / 2) / L
    amp = np.array([np.linalg.det(np.exp(1j * np.outer(k, c)))
                    for c in configs]) / L ** (N / 2)
    occ = np.zeros((len(configs), L), int)
    for row, c in enumerate(configs):
        occ[row, list(c)] = 1
    return configs, amp, occ @ occ.T


for L in (6, 8, 10):
    configs, amp, Dmat = enumerate_chain(L)
    prob = np.abs(amp) ** 2
    hist = np.bincount(Dmat.ravel(), weights=np.outer(prob, prob).ravel(),
                       minlength=L // 2 + 1)
    poly = np.array([1.0])
    for c in range(1, L, 2):
        poly = np.convolve(poly, [c / L, 1 - c / L])
    assert np.max(np.abs(hist - poly)) < 1e-11
    if L == 6:
        print("L=6 Fermi sea, P(D=0..3):", " ".join(f"{p:.5f}" for p in hist))

# configs, amp, Dmat now belong to the periodic ten-site chain
L = 10
index = {c: i for i, c in enumerate(configs)}
hop = np.zeros((len(configs), len(configs)))
for c, col in index.items():
    for place, site in enumerate(c):
        for new in ((site + 1) % L, (site - 1) % L):
            if new not in c:
                moved = list(c)
                moved[place] = new
                inversions = sum(moved[a] > moved[b] for a in range(len(c))
                                 for b in range(a + 1, len(c)))
                hop[index[tuple(sorted(moved))], col] -= (-1) ** inversions
sea = np.outer(amp, amp)
E0 = fermi_energy(L)
assert np.max(np.abs(hop @ sea + sea @ hop.T - E0 * sea)) < 1e-11


def hopping_mean(psi):
    return np.sum(psi.conj() * (hop @ psi + psi @ hop.T)).real


for g in (0.05, 0.3, 0.7):
    psi = sea * g ** Dmat.astype(float)
    norm = np.sum(np.abs(psi) ** 2)
    T = hopping_mean(psi) / norm
    T0 = sum(hopping_mean(psi * (Dmat == m)) for m in range(L // 2 + 1)) / norm
    dd = np.sum(Dmat * np.abs(psi) ** 2) / norm / L
    identity = (2 * g * E0 + (1 - g) ** 2 * T0) / (1 + g * g)
    assert abs(T - identity) < 1e-10
    assert abs(T0) / L <= 4 * dd
    assert abs(dd - d_finite(g, L)) < 1e-11
    if g == 0.3:
        print(f"L=10, g=0.3: T/L = {T / L:.6f} t, identity {identity / L:.6f} t")
        print(f"L=10, g=0.3: T0/L = {T0 / L:.6f} t, 4td = {4 * dd:.6f} t")

# ---------- infinite-chain limit and the uncorrelated count ----------
for g in (0.08, 0.3, 0.6, 0.9):
    assert abs(d_finite(g, 20000) - d_infinite(g)) < 1e-7
    Nb = 2000
    m = np.arange(Nb + 1)
    logw = -2 * gammaln(m + 1) - 2 * gammaln(Nb - m + 1) + 2 * m * np.log(g)
    w = np.exp(logw - logw.max())
    assert abs(np.sum(m * w) / np.sum(w) / (2 * Nb) - d_approx(g)) < 1e-3
small = 1e-6
assert abs(d_infinite(small) / (small ** 2 * (np.log(1 / small) - 0.5)) - 1) < 1e-8
assert abs(d_infinite(0.999) - 0.25) < 1e-3


# ---------- Metropolis sampling ----------
def sample(g, L, walkers, burn, sweeps, rng):
    """Walker means of D, T and T0; all walkers share the list of proposed
    site pairs but accept independently."""
    s = np.arange(L)
    dist = (s[:, None] - s[None, :]) % L
    G = np.zeros((L, L))
    G[dist > 0] = np.log(2 * np.sin(np.pi * dist[dist > 0] / L))
    n = [np.zeros((L, walkers)), np.zeros((L, walkers))]
    n[0][0::2] = 1
    n[1][1::2] = 1
    V = [G @ n[0], G @ n[1]]
    log_g2 = 2 * np.log(g)
    sums = np.zeros((3, walkers))
    for sweep in range(burn + sweeps):
        sites = rng.integers(L, size=3 * L)
        jumps = rng.integers(1, 4, size=3 * L)
        kinds = rng.integers(3, size=3 * L)
        log_random = np.log(1 - rng.random((3 * L, walkers)))
        for step in range(3 * L):
            i = sites[step]
            j = (i + jumps[step]) % L
            kind = kinds[step]
            spins = (0, 1) if kind == 2 else (kind,)
            deltas = [n[q][i] - n[q][j] for q in spins]
            logw = 0.0
            for q, de in zip(spins, deltas):
                logw = logw + 2 * (de * (V[q][j] - V[q][i]) - np.abs(de) * G[i, j])
            if kind < 2:
                other = n[1 - kind]
                logw = logw + log_g2 * deltas[0] * (other[j] - other[i])
            accept = log_random[step] < logw
            shift = (G[:, j] - G[:, i])[:, None]
            for q, de in zip(spins, deltas):
                change = de * accept
                n[q][i] -= change
                n[q][j] += change
                V[q] += shift * change
        if sweep >= burn:
            sums[0] += np.sum(n[0] * n[1], axis=0)
            for q in (0, 1):
                o = n[1 - q]
                de = n[q] - np.roll(n[q], -1, axis=0)
                dV = np.roll(V[q], -1, axis=0) - V[q]
                dD = de * (np.roll(o, -1, axis=0) - o)
                local = np.abs(de) * np.exp(de * dV - G[0, 1]) * g ** dD
                sums[1] -= np.sum(local, axis=0)
                sums[2] -= np.sum(local * (dD == 0), axis=0)
    return sums / sweeps


def mean_error(values):
    return values.mean(), values.std(ddof=1) / np.sqrt(len(values))


L, walkers, burn, sweeps = 42, 256, 60, 120
E0 = fermi_energy(L)
e0 = -4 / np.pi
U_c = 8 * abs(e0)
U_test = 12.0
print(f"sampling: L={L}, walkers={walkers}, burn-in={burn}, sweeps={sweeps}")
print(f"e0: L={L} {E0 / L:.6f} t, infinite chain {e0:.6f} t")
print("g: sampled d +- error | d finite L | d infinite | d approximation")
details = []
for g in (0.08, 0.3, 0.6, 0.9):
    D, T, T0 = sample(g, L, walkers, burn, sweeps, rng)
    d_mc, d_err = mean_error(D / L)
    assert d_err < 1e-3
    assert abs(d_mc - d_finite(g, L)) < 4.5 * d_err
    if g < 0.7:
        assert abs(d_mc - d_approx(g)) > 8 * d_err
    kinetic = (2 * g * E0 + (1 - g) ** 2 * T0) / (1 + g * g)
    gap, gap_err = mean_error((T - kinetic) / L)
    assert abs(gap) < 4.5 * gap_err + 1e-10
    assert abs(T0.mean()) / L <= 4 * d_mc
    print(f"{g:.2f}: {d_mc:.5f} +- {d_err:.5f} | {d_finite(g, L):.5f}"
          f" | {d_infinite(g):.5f} | {d_approx(g):.5f}")
    t_mc, t_err = mean_error(T / L)
    details.append(f"g={g:.2f}: T/L = {t_mc:.4f} +- {t_err:.4f} t, "
                   f"identity {kinetic.mean() / L:.4f} t, T0/L {T0.mean() / L:.4f} t")
    if g == 0.08:
        e_mc, e_err = mean_error((kinetic + U_test * D) / L)
        assert e_mc + 4 * e_err < 0
        details.append(f"g=0.08, U={U_test:.0f} t: sampled energy per site "
                       f"{e_mc:.4f} +- {e_err:.4f} t")
print("\n".join(details))

# ---------- the approximate transition ----------
d_grid = np.linspace(0, 0.25, 100001)
for U in (6.0, 9.0, U_test):
    best = d_grid[np.argmin(8 * d_grid * (1 - 2 * d_grid) * e0 + U * d_grid)]
    assert abs(best - max(0, (1 - U / U_c) / 4)) < 1e-5
    print(f"Gutzwiller approximation, U={U:.0f} t: best d = {best:.5f}")
print(f"approximate critical U = 8|e0| = {U_c:.4f} t")


# ---------- infinite-chain energy bounds ----------
def bounds(U):
    g = np.exp(np.linspace(-np.log(U) - 8, -0.01, 20001))
    d = d_infinite(g)
    band = 2 * g * e0 / (1 + g * g)
    width = 4 * (1 - g) ** 2 / (1 + g * g)
    return g, d, band + (U - width) * d, band + (U + width) * d


print("infinite chain, energies per site in t:")
print("U/t: lowest energy between | g of upper bound | best d at least")
for U in (12.0, 20.0, 50.0, 200.0):
    g, d, low, high = bounds(U)
    top = np.argmin(high)
    allowed = low <= high[top]
    assert high[top] < 0
    assert not allowed[0] and not allowed[-1]
    d_least = d[allowed].min()
    assert d_least > 0
    print(f"{U:.0f}: {low.min():.6f} and {high[top]:.6f} | {g[top]:.5f}"
          f" | {d_least:.3e}")

print("large U: bounds on E_min divided by -e0^2/(U ln(U/|e0|))")
previous = 0.0
for U in (1e4, 1e8, 1e30, 1e100):
    g, d, low, high = bounds(U)
    law = -e0 ** 2 / (U * np.log(U / abs(e0)))
    r_high, r_low = high.min() / law, low.min() / law
    assert r_high > previous
    previous = r_high
    print(f"U/t = {U:.0e}: {r_high:.4f} to {r_low:.4f}")
assert abs(r_high - 1) < 0.05 and abs(r_low - 1) < 0.05

print("every check passed")
```

Printed output:

```
L=6 Fermi sea, P(D=0..3): 0.06944 0.43056 0.43056 0.06944
L=10, g=0.3: T/L = -0.796854 t, identity -0.796854 t
L=10, g=0.3: T0/L = -0.187581 t, 4td = 0.300271 t
sampling: L=42, walkers=256, burn-in=60, sweeps=120
e0: L=42 -1.274428 t, infinite chain -1.273240 t
g: sampled d +- error | d finite L | d infinite | d approximation
0.08: 0.01168 +- 0.00026 | 0.01127 | 0.01315 | 0.03704
0.30: 0.08064 +- 0.00030 | 0.08090 | 0.08140 | 0.11538
0.60: 0.16717 +- 0.00031 | 0.16760 | 0.16772 | 0.18750
0.90: 0.23250 +- 0.00027 | 0.23245 | 0.23247 | 0.23684
g=0.08: T/L = -0.2363 +- 0.0026 t, identity -0.2328 t, T0/L -0.0358 t
g=0.08, U=12 t: sampled energy per site -0.0926 +- 0.0024 t
g=0.30: T/L = -0.7937 +- 0.0017 t, identity -0.7950 t, T0/L -0.2079 t
g=0.60: T/L = -1.1636 +- 0.0008 t, identity -1.1642 t, T0/L -0.3372 t
g=0.90: T/L = -1.2695 +- 0.0002 t, identity -1.2695 t, T0/L -0.3770 t
Gutzwiller approximation, U=6 t: best d = 0.10274
Gutzwiller approximation, U=9 t: best d = 0.02911
Gutzwiller approximation, U=12 t: best d = 0.00000
approximate critical U = 8|e0| = 10.1859 t
infinite chain, energies per site in t:
U/t: lowest energy between | g of upper bound | best d at least
12: -0.090270 and -0.033959 | 0.03407 | 9.788e-04
20: -0.032337 and -0.018625 | 0.01756 | 3.988e-04
50: -0.007754 and -0.006333 | 0.00565 | 7.433e-05
200: -0.001304 and -0.001244 | 0.00107 | 4.957e-06
large U: bounds on E_min divided by -e0^2/(U ln(U/|e0|))
U/t = 1e+04: 0.8280 to 0.8288
U/t = 1e+08: 0.8784 to 0.8784
U/t = 1e+30: 0.9479 to 0.9479
U/t = 1e+100: 0.9789 to 0.9789
every check passed
```
